# Convergence of the quasi-Newton iteration for the CCSD amplitude equations, part 2

The CCSD equations $R_\mu(t)=\langle\mu|\bar H|0\rangle=0$, with $\bar H=e^{-T}He^{T}$ and $T=\sum_\mu t_\mu\tau_\mu$, are solved by a quasi-Newton iteration started from $t=0$. Hartree atomic units and real canonical orbitals with energies $\varepsilon_p$ are used; $|0\rangle$ is the closed-shell Hartree-Fock determinant. Indices $i,j$ label occupied and $a,b,c,d$ virtual spin orbitals, and $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$. The $\tau_\mu$ are single and double excitations ($i<j$, $a<b$), and $|\mu\rangle=\tau_\mu|0\rangle$. Norms are Euclidean over these amplitudes.

In section 1, four equal orderings of the two-body term give

$$\langle{}_{ij}^{ab}|H|0\rangle=4\cdot\tfrac14\langle ab\|ij\rangle=\langle ab\|ij\rangle .$$

The energy is

$$E_{\rm corr}=\sum_{i<j,\,a<b}\langle ij\|ab\rangle\,\bigl(t_{ij}^{ab}+t_i^at_j^b-t_i^bt_j^a\bigr).$$

With $H=F+V$, $F=\sum_p\varepsilon_pa_p^\dagger a_p$, $[F,\tau_\mu]=\Delta_\mu\tau_\mu$ and $D=\mathrm{diag}(\Delta_\mu)$, where $\Delta_\mu$ is the sum of virtual minus occupied orbital energies of the excitation, the residual and its Jacobian are

$$R_\mu=\Delta_\mu t_\mu+G_\mu(t),\qquad G_\mu=\langle\mu|e^{-T}Ve^{T}|0\rangle,\qquad J=D+\frac{\partial G}{\partial t}.$$

Newton's method, $t^{(k+1)}=t^{(k)}-J^{-1}R$, converges quadratically. Replacing $J$ by $D$ gives the plain iteration

$$t_\mu^{(k+1)}=t_\mu^{(k)}-\frac{R_\mu(t^{(k)})}{\Delta_\mu}=-\frac{G_\mu(t^{(k)})}{\Delta_\mu}.$$

Its first step has zero singles and doubles $-\langle ab\|ij\rangle/\Delta_{ij}^{ab}$, and its energy $E^{(1)}$ is the MP2 correlation energy.

For a root $t^*$, the error $e_k=t^{(k)}-t^*$ obeys

$$e_{k+1}=Me_k+r_k,\qquad M=1-D^{-1}J(t^*)=-D^{-1}\frac{\partial G}{\partial t}\Big|_{t^*},\qquad\|r_k\|\le c\,\|e_k\|^2$$

near $t^*$. $M$ has eigenvalues $\lambda_j$, with $\lambda_1$ the largest in modulus, and spectral radius $\rho=\max_j|\lambda_j|$. When one mode dominates, the error ratio tends to $\rho$ and one digit costs $-1/\log_{10}\rho$ steps. If also $\lambda_1=\rho>0$, the step $s_k=e_{k+1}-e_k$ gives

$$\|e_k\|\approx\frac{\|s_k\|}{1-\rho}.$$

From $t=0$ all iterates stay in the totally symmetric singlet subspace, and the observed $\rho$ is the spectral radius of $M$ within it.

## 6. Cost

With $o$ occupied and $v$ virtual orbitals there are $N\sim o^2v^2$ amplitudes. The division by $\Delta$ costs $O(N)$. The residual, in its factorized algebraic form, dominates. It contains the coupling $\langle{}_{ij}^{ab}|V|{}_{ij}^{cd}\rangle$, whose two-body part $\langle ab\|cd\rangle$ follows from the four-ordering count of section 1, and the sum $\tfrac12\sum_{cd}\langle ab\|cd\rangle t_{ij}^{cd}$ runs over six indices at a cost $O(o^2v^4)$. A Newton step with an explicit Jacobian stores $N^2\sim o^4v^4$ numbers and a direct solution costs $N^3\sim o^6v^6$, so many cheap linear steps are preferred to a few such steps. Solving the Newton equations iteratively without forming $J$ avoids this storage, at the price of several residual evaluations per step.

## 7. Stability and failure modes

Each eigenvalue is $\lambda=1-\omega$, with $\omega$ an eigenvalue of $D^{-1}J(t^*)$, and stability requires $|1-\omega|<1$; for real $\omega$ this is $0<\omega<2$. For $0<\omega<1$ a mode converges monotonically, and slowly as $\omega\to0$, when $J$ becomes singular. For $\omega>2$ the steps overshoot, and near the root the error grows with alternating sign, as happens when a denominator shrinks while the corresponding part of $J$ does not. Far from the root the nonlinear terms decide what follows. A stretched bond can produce this overshoot: for H$_2$ in the STO-3G basis at 8 bohr the double excitation has $\omega\approx2.56$ and the plain iteration does not converge. With the singles kept at zero, as symmetry requires, the doubles amplitude started from zero stays bounded but ends in a repeating cycle of eight values instead of reaching the root. At 10 bohr, where $\omega\approx3.37$, it grows without limit. When the denominator of a double closes while its integral stays away from zero, the first step $-\langle ab\|ij\rangle/\Delta$ grows without bound and can leave the region of convergence or lead to another root of the polynomial equations.

Damping, $t\leftarrow t-\alpha D^{-1}R$, gives $\lambda=1-\alpha\omega$. From $|1-\alpha\omega|^2=1-2\alpha\,\mathrm{Re}\,\omega+\alpha^2|\omega|^2$, it converges for $0<\alpha<2\,\mathrm{Re}\,\omega/|\omega|^2$. It cures overshoot but not a mode with $\mathrm{Re}\,\omega\le0$. A level shift $\eta$ must be written as $t-R/(\Delta+\eta)=(\eta t-G)/(\Delta+\eta)$. Coding $-G/(\Delta+\eta)$ instead solves $R=-\eta t$ and converges to a wrong answer. With damping or a shift the first step is no longer MP2. An accelerator such as DIIS extrapolation combines several past steps, so the constant ratio disappears, and it should be off when the rate is measured. A sign error in $\Delta$, or a diagonal Fock term left inside $G$, is found by comparing iterates with an independent code. The first energy exposes the sign error but not the second fault, which vanishes at $t=0$.

## 8. Water in the STO-3G basis

The chosen geometry is $R_{\rm OH}=1.81$ bohr with an angle of $104.5^\circ$, close to the experimental equilibrium structure but not to the energy minimum in this small basis, and all electrons are correlated. The Hartree-Fock energy is $-74.96302185\,E_h$. The occupied orbital energies are $-20.241839$ ($a_1$), $-1.268119$ ($a_1$), $-0.617579$ ($b_2$), $-0.452969$ ($a_1$) and $-0.391219$ ($b_1$), and the virtual ones are $0.605100$ ($a_1$) and $0.741615$ ($b_2$), in $E_h$. The smallest denominator is $0.605100+0.391219=0.996319\,E_h$. Five occupied and two virtual orbitals per spin give 20 singles, 10 doubles for each like-spin case and 100 unlike-spin doubles, 140 amplitudes that conserve $M_S$. The $A_1$ singlet subspace has dimension 26.

The largest first-step amplitude moves both electrons from orbital 3 to orbital 7, with $i,a$ of spin $\alpha$ and $j,b$ of spin $\beta$, so the exchange part of the integral vanishes. The integral is $0.152489\,E_h$ and $\Delta=2(0.741615+0.617579)=2.71839\,E_h$, so $t^{(1)}=-0.152489/2.71839=-0.056095$. Its contribution to the energy is $0.152489\times(-0.056095)=-0.008554\,E_h$, about 24% of $E^{(1)}=-0.035545599\,E_h$, which equals the independently computed MP2 energy in all nine decimals. The largest first-step single is $3.4\times10^{-11}$, a trace of the finite SCF convergence. The converged amplitude is $-0.078057$. The diagonal Jacobian element, $1.882034\,E_h$, is well below $\Delta$, so $M_{\mu\mu}=1-1.882034/2.718387=0.308$ is positive. For this double $D$ also overestimates the diagonal of $J$, and $|t^{(1)}|$ falls short of the converged amplitude. The first fact does not force the second: some other doubles of this molecule also have $M_{\mu\mu}>0$ and a first step at least as large as the converged amplitude, because the off-diagonal couplings contribute as well. The CCSD limit is $E^*=-0.049439723\,E_h$, of which MP2 is the fraction $0.7190$. This fraction belongs to the minimal basis: at the same geometry it is $0.952$ in 6-31G and $0.956$ in cc-pVDZ.

| $k$ | $E^{(k)}-E^*$ / $E_h$ | $\lVert R\rVert$ / $E_h$ | $\lVert e_k\rVert$ | $e$ ratio | $E$ ratio |
|---|---|---|---|---|---|
| 0 | 4.944e-2 | 3.182e-1 | 1.640e-1 | | |
| 1 | 1.389e-2 | 8.889e-2 | 5.579e-2 | 0.3402 | 0.2810 |
| 2 | 4.541e-3 | 3.163e-2 | 2.271e-2 | 0.4070 | 0.3268 |
| 5 | 2.658e-4 | 2.409e-3 | 2.332e-3 | 0.4892 | 0.4113 |
| 10 | 4.934e-6 | 6.698e-5 | 8.039e-5 | 0.5153 | 0.4720 |
| 20 | 4.838e-9 | 8.669e-8 | 1.103e-7 | 0.5180 | 0.5118 |
| 30 | 6.364e-12 | 1.202e-10 | 1.546e-10 | 0.5186 | 0.5166 |

The ratios compare iterate $k$ with iterate $k-1$. The leading eigenvalue moduli in the subspace are $0.5189$, $0.4861$, $0.4646$, $0.4243$ and $0.3754$. The energy error keeps its sign, so the dominant eigenvalue is positive, and $\rho=0.51890$ means $3.51$ steps per digit. The rate also depends on the basis: the ratio of successive steps near $k=30$ is about $0.56$ in 6-31G and $0.58$ in cc-pVDZ, or $4.0$ and $4.2$ steps per digit. Both ratios rise towards $\rho$ from below as the faster modes die out, so a rate read from the first steps is too optimistic. The energy ratio lags: its distance from $\rho$ is $0.0173$, $0.0071$, $0.0037$ and $0.0023$ at $k=15,20,25,30$. These shrink by factors $0.41$, $0.52$ and $0.62$ per five steps, still short of the limit $|\lambda_2/\lambda_1|^5=0.9369^5=0.72$, which shows that modes beyond the second still contribute.

From $k=10$, reaching $\|R\|<10^{-8}\,E_h$ needs $\log_{10}(6.698\times10^{-5}/10^{-8})=3.83$ digits, or $3.83\times3.51=13.4$ steps, which predicts $k=24$, as observed. At $k=20$ the step is $5.315\times10^{-8}$, and $5.315\times10^{-8}/(1-0.5189)=1.105\times10^{-7}$, against a true error of $1.103\times10^{-7}$. The linear model is accurate early: the remainder $\|e_{k+1}-Me_k\|/\|e_k\|^2$ is at most $0.102$ for $k=0$ to $8$, and $\|M^{15}e_{10}\|$ and $\|e_{25}\|$ are both $4.1232\times10^{-9}$.

Over all 140 amplitudes the spectral radius is larger, $0.63291$. That mode lies outside the symmetric subspace and is not excited from zero. It is a triplet mode of $B_1$ symmetry, so only a start that breaks both spin and spatial symmetry can overlap it and converge at this slower rate. Breaking one symmetry alone can also slow the iteration: the largest moduli are $0.597$ among the $B_1$ singlet modes and $0.559$ among the $A_1$ triplet modes. Since it is below one, rounding noise in that direction decays.

Full Newton from zero gives residual norms $3.18\times10^{-1}$, $4.46\times10^{-3}$, $1.32\times10^{-6}$ and $2.64\times10^{-13}\,E_h$, which meets the same threshold at $k=3$. Each divided by the square of the one before gives $0.044$, $0.066$ and $0.15\,E_h^{-1}$. These stay within a factor of four while the residual falls by twelve orders of magnitude, which is consistent with quadratic convergence. The next value, $7.58\times10^{-17}\,E_h$, is rounding.

## 9. What the numerical check tests

The numerical check below builds $H$, $F$, $T$ and $e^{\pm T}$ as matrices over all $21^2=441$ determinants with $M_S=0$, so $R$ comes from its definition. This is affordable only for a tiny basis. It tests $[F,\tau_\mu]=\Delta_\mu\tau_\mu$, the Fock part of $R$ at random amplitudes, the first step against explicit integrals and the MP2 energy of pyscf, ten iterate energies against the algebraic CCSD update of pyscf, and the limit against its CCSD energy. It also tests the invariance of the symmetric subspace, the error recursion, the quadratic convergence of Newton's method, and $\rho$ against 500 applications of the true nonlinear map to a rescaled error, taken as a central difference and projected on the symmetric subspace at each step, which return $0.51890$. The projection is needed because rescaling would otherwise let rounding noise grow in modes outside the subspace whose eigenvalues exceed $\rho$; without it the estimate has drifted to about $0.55$ after 400 applications. The Jacobian agrees with central differences to $2.5\times10^{-13}\,E_h$ despite a finite step. The reason is that $\tau_\nu^2=0$, so $e^{\pm h\tau_\nu}=1\pm h\tau_\nu$ and $R$ along one amplitude is $\langle\mu|(1-h\tau_\nu)\bar H(1+h\tau_\nu)|0\rangle$, a quadratic in $h$, for which the central difference is exact.

## Numbers as computed

```
R(OH) = 1.81 bohr, angle = 104.5 deg, basis STO-3G
determinants 441, amplitudes 140 (20 singles), A1 singlet dim 26
eps[1] (A1) = -20.241839 Eh
eps[2] (A1) = -1.268119 Eh
eps[3] (B2) = -0.617579 Eh
eps[4] (A1) = -0.452969 Eh
eps[5] (B1) = -0.391219 Eh
eps[6] (A1) = 0.605100 Eh
eps[7] (B2) = 0.741615 Eh
E_HF = -74.96302185 Eh; smallest Delta = 0.996319 Eh
max |single| after step 1 = 3.4e-11
largest first-step amplitude (spin, occ, vir): ('alpha-beta', [3, 3], [7, 7])
  <ab||ij> = 0.152489 Eh, Delta = 2.718387 Eh
  t(1) = -0.056095, t* = -0.078057, J_mumu(t*) = 1.882034 Eh
E(1) = -0.035545599 Eh; pyscf MP2 = -0.035545599 Eh
E* = -0.049439723 Eh; pyscf CCSD = -0.049439723 Eh
MP2/CCSD = 0.7190; |t*| = 0.163980; |t1*| = 0.019371
 k  E_corr/Eh      E-E*/Eh    |R|/Eh     |e|       e ratio  E ratio
 0   0.000000000  4.944e-02 3.182e-01 1.640e-01
 1  -0.035545599  1.389e-02 8.889e-02 5.579e-02 0.3402  0.2810
 2  -0.044898736  4.541e-03 3.163e-02 2.271e-02 0.4070  0.3268
 3  -0.047787284  1.652e-03 1.264e-02 1.011e-02 0.4454  0.3639
 4  -0.048793296  6.464e-04 5.386e-03 4.767e-03 0.4714  0.3912
 5  -0.049173878  2.658e-04 2.409e-03 2.332e-03 0.4892  0.4113
 6  -0.049326210  1.135e-04 1.122e-03 1.168e-03 0.5008  0.4270
 7  -0.049389745  4.998e-05 5.392e-04 5.930e-04 0.5077  0.4403
 8  -0.049417130  2.259e-05 2.652e-04 3.035e-04 0.5118  0.4521
 9  -0.049429271  1.045e-05 1.326e-04 1.560e-04 0.5140  0.4626
10  -0.049434789  4.934e-06 6.698e-05 8.039e-05 0.5153  0.4720
15  -0.049439581  1.421e-07 2.363e-06 2.964e-06 0.5173  0.5016
20  -0.049439718  4.838e-09 8.669e-08 1.103e-07 0.5180  0.5118
25  -0.049439723  1.738e-10 3.219e-09 4.123e-09 0.5184  0.5152
30  -0.049439723  6.364e-12 1.202e-10 1.546e-10 0.5186  0.5166
leading |eigenvalues| of M (A1 singlet): 0.5189 0.4861 0.4646 0.4243 0.3754
rho = 0.51890; rescaled true map = 0.51890; |lam2|/rho = 0.9369
spectral radius over all 140 amplitudes = 0.63291
steps per digit = 3.51; e ratio at k=30: 0.5186
max |e(k+1)-M e(k)|/|e(k)|^2 (k=0..8) = 0.102
|M^15 e(10)| = 4.1232e-09; |e(25)| = 4.1232e-09
|s(20)| = 5.315e-08; |s|/(1-rho) = 1.105e-07; |e(20)| = 1.103e-07
first k with |R| < 1e-8 Eh: quasi-Newton 24, Newton 3
Newton |R|/Eh, k=0..4: 3.18e-01 4.46e-03 1.32e-06 2.64e-13 7.58e-17
max |J - J_fd| = 2.5e-13 Eh
```
